# Metal–carbon stretching frequencies of a planar trimethylmetal and the metal mass: a program that tests the result

```python
"""Stretching vibrations of a planar trimethylmetal with point-mass methyls.

Result under test (bending force constants zero):
  symmetric stretch   omega^2 = (f + 2 fx) / m
  degenerate stretch  omega^2 = (f - fx) (1/m + 3/(2 M))
m: methyl mass, M: metal mass, f: bond force constant,
fx: bond-bond interaction constant, h: angle constant divided by r0^2,
g: out-of-plane constant, r0: bond length.
lambda = omega^2 is held in eV/(angstrom^2 u) until conversion.
The independent side is a numerical Hessian of the full nonlinear energy
of four points in three dimensions, mass-weighted and diagonalized.
"""
import numpy as np
from scipy import constants as sc

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_A = sc.physical_constants["Bohr radius"][0] * 1e10
U_IN_ME = sc.atomic_mass / sc.m_e

ANGLES = 2 * np.pi * np.arange(3) / 3
BONDS = np.array([[np.cos(t), np.sin(t), 0.0] for t in ANGLES])


def quantum(lam):
    """Vibrational quantum in eV, by way of atomic units."""
    lam_au = lam / HARTREE_EV * BOHR_A**2 / U_IN_ME
    return np.sqrt(lam_au) * HARTREE_EV


def wavenumber(energy_ev):
    return energy_ev * sc.e / (sc.h * sc.c) / 100


def energy(x, f, fx, h, g, r0):
    p = x.reshape(4, 3)
    v = p[1:] - p[0]
    r = np.sqrt((v * v).sum(axis=1))
    q = r - r0
    unit = v / r[:, None]
    cosines = np.array([unit[0] @ unit[1], unit[1] @ unit[2],
                        unit[2] @ unit[0]])
    bend = np.arccos(cosines) - 2 * np.pi / 3
    normal = np.cross(p[2] - p[1], p[3] - p[1])
    height = (p[0] - p[1]) @ normal / np.sqrt(normal @ normal)
    return (0.5 * f * (q @ q)
            + fx * (q[0] * q[1] + q[1] * q[2] + q[2] * q[0])
            + 0.5 * h * r0**2 * (bend @ bend) + 0.5 * g * height**2)


def hessian(f, fx, h=0.0, g=0.0, r0=2.0):
    """Central differences, improved by Richardson extrapolation."""
    x0 = np.concatenate([np.zeros(3), (r0 * BONDS).ravel()])

    def one_step(s):
        steps = s * np.eye(12)
        out = np.zeros((12, 12))
        for i in range(12):
            for j in range(i, 12):
                total = 0.0
                for a in (1, -1):
                    for b in (1, -1):
                        x = x0 + a * steps[i] + b * steps[j]
                        total += a * b * energy(x, f, fx, h, g, r0)
                out[i, j] = out[j, i] = total / (4 * s * s)
        return out

    return (4 * one_step(1e-3) - one_step(2e-3)) / 3


def spectrum(hess, m, M):
    root = np.sqrt(np.repeat([M, m, m, m], 3))
    return np.linalg.eigh(hess / np.outer(root, root))


def split_modes(hess, m, M):
    """Breathing mode found by its shape; the others in falling order."""
    lam, vec = spectrum(hess, m, M)
    breathing = np.concatenate([np.zeros(3), BONDS.ravel() / np.sqrt(3)])
    overlap = (breathing @ vec)**2
    k = int(np.argmax(overlap))
    assert overlap[k] > 1 - 1e-6
    rest = [i for i in range(11, -1, -1) if i != k]
    return lam[k], lam[rest], vec[:, k], vec[:, rest]


def symmetric(f, fx, m):
    return (f + 2 * fx) / m


def degenerate(f, fx, m, M):
    return (f - fx) * (1 / m + 1.5 / M)


def close(x, y, tol=1e-6):
    return np.allclose(x, y, rtol=tol, atol=0)


# Both stretching formulas, over varied masses, constants and bond lengths
for f, fx, m, M, r0 in [(15, 0.3, 15, 60, 2.0), (12, -0.8, 15, 25, 1.7),
                        (9, 1.1, 18, 12, 2.3), (20, 0.0, 15, 200, 2.1)]:
    hs = hessian(f, fx, r0=r0)
    lam_s, rest, _, _ = split_modes(hs, m, M)
    assert close(lam_s, symmetric(f, fx, m))
    assert close(rest[:2], degenerate(f, fx, m, M))
    assert np.max(np.abs(rest[2:])) < 1e-6

# Example parameters
m, M, r0 = 15.0, 60.0, 2.0
f, fx, h, g = 15.0, 0.3, 0.3, 1.0
K, B = f - fx, 3 * h
a, b = 1 / m + 1.5 / M, 1.5 / M
H0 = hessian(f, fx, r0=r0)
lam_s, rest, vec_s, vec_r = split_modes(H0, m, M)
lam_d = rest[:2].mean()
e_s, e_d = quantum(lam_s), quantum(lam_d)
e_si = sc.hbar * np.sqrt(lam_s * sc.e / 1e-20 / sc.atomic_mass) / sc.e
assert close(e_s, e_si)

# Metal share of kinetic energy and sensitivity to the metal mass
share_s = np.sum(vec_s[:3]**2)
share_d = np.sum(vec_r[:3, :2]**2) / 2
assert share_s < 1e-10
assert close(share_d, 3 * m / (2 * M + 3 * m))
eps = 1e-3
up = split_modes(H0, m, M * (1 + eps))
down = split_modes(H0, m, M * (1 - eps))
width = np.log((1 + eps) / (1 - eps))
slope_d = 0.5 * np.log(up[1][0] / down[1][0]) / width
slope_s = 0.5 * np.log(up[0] / down[0]) / width
assert abs(slope_d + share_d / 2) < 1e-5
assert abs(slope_s) < 1e-7

# Sweep of the metal mass and the heavy-metal limit
sweep = []
for mass in (30.0, 60.0, 120.0, 240.0):
    s, others, _, _ = split_modes(H0, m, mass)
    assert close(s, lam_s)
    sweep.append((mass, quantum(s), quantum(others[0])))
heavy = split_modes(H0, m, 1e8)[1][:2]
assert close(heavy, K / m)

# Crossing of the two stretches: three equal highest eigenvalues
M_cross = m * K / (2 * fx)
assert close(spectrum(H0, m, M_cross)[0][-3:], symmetric(f, fx, m))

# Bends switched on: exact quadratic equation for the E' pair
H_bend = hessian(f, fx, h=h, r0=r0)
s_bend, r_bend, _, _ = split_modes(H_bend, m, M)
roots = np.sort(np.roots([1, -a * (K + B), K * B * (a * a - b * b)]))
assert close(s_bend, lam_s)
assert close(r_bend[:2], roots[1]) and close(r_bend[2:4], roots[0])
e_d_bend, e_bend = quantum(r_bend[0]), quantum(r_bend[2])
lam_first = a * K + B * b * b / a

# The first-order bend correction leaves a second-order remainder
remainder = []
for weak in (0.1, 0.05):
    lam = split_modes(hessian(f, fx, h=weak, r0=r0), m, M)[1][0]
    remainder.append(lam - (a * K + 3 * weak * b * b / a))
ratio = remainder[0] / remainder[1]
assert 3.8 < ratio < 4.2

# Frozen angles: approached with a very stiff bend (finite stiffness error)
lam_frozen = K * (a * a - b * b) / a
stiff = split_modes(hessian(f, fx, h=1e4, r0=r0), m, M)[1]
assert close(stiff[2:4], lam_frozen, 1e-3)
assert abs(lam_frozen / lam_d - 1) > 0.05

# Out-of-plane vibration also contains the metal mass
H_out = hessian(f, fx, g=g, r0=r0)
out = []
for mass in (M, 2 * M):
    lam = split_modes(H_out, m, mass)[1][2]
    assert close(lam, g * (1 / mass + 1 / (3 * m)))
    out.append(quantum(lam))

# Six vibrations in all when every restoring force is present
H_all = hessian(f, fx, h=h, g=g, r0=r0)
n_vib = int(np.sum(spectrum(H_all, m, M)[0] > 1e-5))
assert n_vib == 6

print(f"methyl mass m = {m:.0f} u")
print(f"metal mass M = {M:.0f} u")
print(f"bond length r0 = {r0:.1f} angstrom")
print(f"bond constant f = {f:.1f} eV/angstrom^2")
print(f"bond-bond constant f' = {fx:.1f} eV/angstrom^2")
print(f"angle constant h = {h:.1f} eV/angstrom^2")
print(f"out-of-plane constant g = {g:.1f} eV/angstrom^2")
print(f"f + 2f' = {f + 2 * fx:.1f} eV/angstrom^2")
print(f"f - f' = {K:.1f} eV/angstrom^2")
print(f"a = 1/m + 3/(2M) = {a:.6f} 1/u")
print(f"b = 3/(2M) = {b:.6f} 1/u")
print(f"symmetric lambda = {lam_s:.5f} eV/(angstrom^2 u)")
print(f"degenerate lambda = {lam_d:.5f} eV/(angstrom^2 u)")
print(f"symmetric quantum = {e_s:.5f} eV")
print(f"symmetric wavenumber = {wavenumber(e_s):.1f} cm^-1")
print(f"degenerate quantum = {e_d:.5f} eV")
print(f"degenerate wavenumber = {wavenumber(e_d):.1f} cm^-1")
print(f"metal kinetic share, symmetric = {share_s:.4f}")
print(f"metal kinetic share, degenerate = {share_d:.4f}")
print(f"d ln omega/d ln M, symmetric = {abs(slope_s):.4f}")
print(f"d ln omega/d ln M, degenerate = {slope_d:.4f}")
for mass, es, ed in sweep:
    print(f"M = {mass:.0f} u: symmetric {es:.5f} eV, "
          f"degenerate {ed:.5f} eV")
print(f"heavy-metal degenerate limit = {quantum(K / m):.5f} eV")
print(f"crossing metal mass = {M_cross:.1f} u")
print(f"symmetric quantum with bends = {quantum(s_bend):.5f} eV")
print(f"degenerate stretch with bends = {e_d_bend:.5f} eV")
print(f"first-order estimate of it = {quantum(lam_first):.5f} eV")
print(f"relative rise from bends = {100 * (e_d_bend / e_d - 1):.3f} %")
print(f"degenerate bend quantum = {e_bend:.5f} eV")
print(f"remainder ratio on halving h = {ratio:.3f}")
print(f"degenerate stretch, frozen angles = "
      f"{quantum(lam_frozen):.5f} eV")
print(f"out-of-plane quantum, M = {M:.0f} u: {out[0]:.5f} eV")
print(f"out-of-plane quantum, M = {2 * M:.0f} u: {out[1]:.5f} eV")
print(f"number of vibrations = {n_vib}")
print("every check passed")
```

It prints:

```
methyl mass m = 15 u
metal mass M = 60 u
bond length r0 = 2.0 angstrom
bond constant f = 15.0 eV/angstrom^2
bond-bond constant f' = 0.3 eV/angstrom^2
angle constant h = 0.3 eV/angstrom^2
out-of-plane constant g = 1.0 eV/angstrom^2
f + 2f' = 15.6 eV/angstrom^2
f - f' = 14.7 eV/angstrom^2
a = 1/m + 3/(2M) = 0.091667 1/u
b = 3/(2M) = 0.025000 1/u
symmetric lambda = 1.04000 eV/(angstrom^2 u)
degenerate lambda = 1.34750 eV/(angstrom^2 u)
symmetric quantum = 0.06593 eV
symmetric wavenumber = 531.8 cm^-1
degenerate quantum = 0.07505 eV
degenerate wavenumber = 605.3 cm^-1
metal kinetic share, symmetric = 0.0000
metal kinetic share, degenerate = 0.2727
d ln omega/d ln M, symmetric = 0.0000
d ln omega/d ln M, degenerate = -0.1364
M = 30 u: symmetric 0.06593 eV, degenerate 0.08467 eV
M = 60 u: symmetric 0.06593 eV, degenerate 0.07505 eV
M = 120 u: symmetric 0.06593 eV, degenerate 0.06975 eV
M = 240 u: symmetric 0.06593 eV, degenerate 0.06694 eV
heavy-metal degenerate limit = 0.06400 eV
crossing metal mass = 367.5 u
symmetric quantum with bends = 0.06593 eV
degenerate stretch with bends = 0.07523 eV
first-order estimate of it = 0.07522 eV
relative rise from bends = 0.241 %
degenerate bend quantum = 0.01782 eV
remainder ratio on halving h = 4.035
degenerate stretch, frozen angles = 0.07221 eV
out-of-plane quantum, M = 60 u: 0.01275 eV
out-of-plane quantum, M = 120 u: 0.01130 eV
number of vibrations = 6
every check passed
```
